# Length and energy of an Ising ferroelectric domain wall: a program that tests the result

```python
"""
Ising (180 degree, uncharged) ferroelectric domain wall.

Free-energy density: f = (a/2) P^2 + (b/4) P^4 + (g/2) (dP/dx)^2, a < 0.
Result under test, for a wall joining -P0 to +P0:
    P(x) = P0 tanh(x/delta),  delta = sqrt(2 g/|a|),
    sigma = (2 sqrt(2)/3) P0^2 sqrt(g |a|)   (excess energy per area).
Symbols: P polarization, P0 its bulk value, x distance along the normal,
a, b quadratic and quartic coefficients, g gradient coefficient.
The wall is also found by direct relaxation of a discretized energy that
starts from a straight ramp and makes no use of the tanh.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.special import erf

g = 1e-10       # J m^3 / C^2
a = -4e8        # J m / C^2
P0 = 0.7        # C / m^2
nm = 1e-9

b = -a / P0**2
delta = np.sqrt(2 * g / abs(a))
sigma = 2 * np.sqrt(2) / 3 * P0**2 * np.sqrt(g * abs(a))
barrier = abs(a) * P0**2 / 4

half_length = 10 * nm
x = np.linspace(-half_length, half_length, 4001)
h = x[1] - x[0]
centre = len(x) // 2


def relax_wall(A, G, steps=300):
    """Minimize the sum of A P^2 + B P^4 + G P'^2 with ends at -P0, +P0.

    B is set by the bulk minimum at P0. Returns the profile, its length
    P0/P'(0), and the gradient and local parts of the excess energy.
    """
    B = -A / (2 * P0**2)
    P = P0 * x / half_length
    shift = 4 * abs(A)
    coupling = 2 * G / h**2
    n = len(x) - 2
    bands = np.zeros((3, n))
    bands[0, 1:] = -coupling
    bands[1, :] = shift + 2 * coupling
    bands[2, :-1] = -coupling
    change = np.inf
    for _ in range(steps):
        inner = P[1:-1]
        rhs = shift * inner - (2 * A * inner + 4 * B * inner**3)
        rhs[0] += coupling * P[0]
        rhs[-1] += coupling * P[-1]
        new = solve_banded((1, 1), bands, rhs)
        change = np.max(np.abs(new - inner))
        P[1:-1] = new
    assert change < 1e-8 * P0, "relaxation has not converged"
    bulk = A * P0**2 + B * P0**4
    gradient_part = G * np.sum(np.diff(P)**2) / h
    local_part = h * np.sum(A * P**2 + B * P**4 - bulk)
    length = P0 * 2 * h / (P[centre + 1] - P[centre - 1])
    return P, length, gradient_part, local_part


# Relaxed wall against the formulas; grid error is of order (h/delta)^2
P_num, delta_num, grad_num, local_num = relax_wall(a / 2, g / 2)
sigma_num = grad_num + local_num
profile_error = np.max(np.abs(P_num - P0 * np.tanh(x / delta))) / P0
assert profile_error < 2e-4
assert abs(delta_num / delta - 1) < 2e-4
assert abs(sigma_num / sigma - 1) < 2e-4
assert abs(grad_num / local_num - 1) < 5e-4
assert round(delta / nm, 2) == 0.71
assert round(sigma * 1e3) == 92


def excess_energy(P):
    """Excess energy per area of any profile, by quadrature."""
    slope = np.gradient(P, x, edge_order=2)
    bulk = a / 2 * P0**2 + b / 4 * P0**4
    density = a / 2 * P**2 + b / 4 * P**4 - bulk + g / 2 * slope**2
    return np.trapezoid(density, x) if hasattr(np, "trapezoid") \
        else np.trapz(density, x)


def square_integral(P):
    """Integral of the non-negative square left over above the bound."""
    slope = np.gradient(P, x, edge_order=2)
    root = np.sqrt(g) * slope - np.sqrt(b / 2) * (P0**2 - P**2)
    return h * np.sum(root**2) / 2


# Energy = bound + square, on profiles that are not the solution
s = x / nm
trials = {
    "error function, length 0.8 nm": P0 * erf(s / 0.8),
    "overshooting profile": P0 * (np.tanh(s / 0.7)
                                  + 0.8 * s * np.exp(-s**2)),
}
assert np.max(trials["overshooting profile"]) > 1.05 * P0
trial_energy = {}
for name, P in trials.items():
    energy = excess_energy(P)
    assert energy > sigma * (1 + 1e-3)
    assert abs(energy - sigma - square_integral(P)) < 2e-4 * sigma
    trial_energy[name] = energy

# tanh profiles of wrong length
width_energy = {}
for w_nm in (0.5, 1.0, 1.5):
    w = w_nm * nm
    energy = excess_energy(P0 * np.tanh(x / w))
    predicted = sigma / 2 * (delta / w + w / delta)
    assert abs(energy / predicted - 1) < 3e-4
    assert energy > sigma
    width_energy[w_nm] = energy

# Same numbers a and g read with other prefactors
conventions = {
    "a/2 and g/2": (a / 2, g / 2),
    "a and g": (a, g),
    "a and g/2": (a, g / 2),
    "a/2 and g": (a / 2, g),
}
convention_result = {}
for name, (A, G) in conventions.items():
    _, length, part1, part2 = relax_wall(A, G)
    energy = part1 + part2
    length_formula = np.sqrt(2 * G / abs(A))
    energy_formula = 4 * np.sqrt(2) / 3 * P0**2 * np.sqrt(G * abs(A))
    assert abs(length / length_formula - 1) < 3e-4
    assert abs(energy / energy_formula - 1) < 3e-4
    convention_result[name] = (length, energy)
matching = [name for name, (length, energy) in convention_result.items()
            if round(length / nm, 2) == 0.71 and round(energy * 1e3) == 92]
assert matching == ["a/2 and g/2"]

print("INPUTS")
print(f"gradient coefficient g = {g:.1e} J m^3/C^2")
print(f"quadratic coefficient a = {a:.1e} J m/C^2")
print(f"bulk polarization P0 = {P0:.2f} C/m^2")
print("FORMULAS")
print(f"quartic coefficient b = {b:.4e} J m^5/C^4")
print(f"barrier |a| P0^2/4 = {barrier:.3e} J/m^3")
print(f"tanh length delta = {delta:.4e} m = {delta/nm:.4f} nm")
print(f"full width 2 delta = {2*delta/nm:.3f} nm")
print(f"P at x = delta: {P0*np.tanh(1.0):.4f} C/m^2")
print(f"P(delta)/P0 = {np.tanh(1.0):.4f}")
print(f"wall energy sigma = {sigma:.5f} J/m^2 = {sigma*1e3:.2f} mJ/m^2")
print(f"half of sigma = {sigma*5e2:.2f} mJ/m^2")
print("RELAXED WALL, STARTED FROM A STRAIGHT RAMP")
print(f"grid step = {h/nm:.4f} nm, cell length = {2*half_length/nm:.0f} nm")
print(f"length from central slope = {delta_num/nm:.4f} nm")
print(f"energy = {sigma_num*1e3:.2f} mJ/m^2")
print(f"gradient part = {grad_num*1e3:.2f} mJ/m^2")
print(f"local part = {local_num*1e3:.2f} mJ/m^2")
print(f"largest deviation from tanh, over P0 = {profile_error:.1e}")
print("TRIAL PROFILES")
for name, energy in trial_energy.items():
    print(f"{name}: energy = {energy*1e3:.2f} mJ/m^2")
for w_nm, energy in width_energy.items():
    print(f"tanh of length {w_nm:.1f} nm: energy = {energy*1e3:.2f} mJ/m^2")
print("PREFACTORS OF P^2 AND (dP/dx)^2, RELAXED WALLS")
for name, (length, energy) in convention_result.items():
    print(f"{name}: length = {length/nm:.3f} nm, "
          f"energy = {energy*1e3:.1f} mJ/m^2")
print("finished without a failed check")
```

It prints:

```
INPUTS
gradient coefficient g = 1.0e-10 J m^3/C^2
quadratic coefficient a = -4.0e+08 J m/C^2
bulk polarization P0 = 0.70 C/m^2
FORMULAS
quartic coefficient b = 8.1633e+08 J m^5/C^4
barrier |a| P0^2/4 = 4.900e+07 J/m^3
tanh length delta = 7.0711e-10 m = 0.7071 nm
full width 2 delta = 1.414 nm
P at x = delta: 0.5331 C/m^2
P(delta)/P0 = 0.7616
wall energy sigma = 0.09240 J/m^2 = 92.40 mJ/m^2
half of sigma = 46.20 mJ/m^2
RELAXED WALL, STARTED FROM A STRAIGHT RAMP
grid step = 0.0050 nm, cell length = 20 nm
length from central slope = 0.7071 nm
energy = 92.40 mJ/m^2
gradient part = 46.20 mJ/m^2
local part = 46.20 mJ/m^2
largest deviation from tanh, over P0 = 2.8e-06
TRIAL PROFILES
error function, length 0.8 nm: energy = 92.78 mJ/m^2
overshooting profile: energy = 133.05 mJ/m^2
tanh of length 0.5 nm: energy = 98.00 mJ/m^2
tanh of length 1.0 nm: energy = 98.00 mJ/m^2
tanh of length 1.5 nm: energy = 119.78 mJ/m^2
PREFACTORS OF P^2 AND (dP/dx)^2, RELAXED WALLS
a/2 and g/2: length = 0.707 nm, energy = 92.4 mJ/m^2
a and g: length = 0.707 nm, energy = 184.8 mJ/m^2
a and g/2: length = 0.500 nm, energy = 130.7 mJ/m^2
a/2 and g: length = 1.000 nm, energy = 130.7 mJ/m^2
finished without a failed check
```
